# Finite-size error of the RPA energy of an electron gas in a periodic cell

## Problem

Hartree atomic units are used. An unpolarised electron gas has density $n=3/(4\pi r_s^3)=k_F^3/(3\pi^2)$, Fermi velocity $v_F=k_F$ and plasma frequency $\omega_p=\sqrt{4\pi n}$. $N$ electrons occupy a simple cubic cell of side $L$ and volume $\Omega=L^3$, with periodic boundary conditions and the Ewald interaction. The allowed wave vectors are $\mathbf q=2\pi\mathbf m/L$ with integer $\mathbf m$, and a prime on a sum omits the zero vector. One-body shell effects are taken as removed: the free kinetic energy per electron, and the response $\chi_0(q,i\omega)$ at the allowed $\mathbf q$, have their bulk values. The finite-size error is $\Delta=Ne_\infty-E_N$, with $e_\infty$ the bulk energy per electron, and both energies are taken in the random-phase approximation (RPA).

(a) Find $\Delta$ to leading order at large $N$. (b) Divide it into potential and kinetic parts. (c) Find the next order in $1/L$. (d) Decide whether the result of (a) applies to the correlation energy alone. (e) Evaluate for $r_s=2$, $N=54$.

## Solution

### The energy as a sum over modes

With $v=4\pi/q^2$ and $\rho_{\mathbf q}=\sum_j e^{-i\mathbf q\cdot\mathbf r_j}$, two electrons interact through $v_E(\mathbf r)=\Omega^{-1}\sum' v\,e^{i\mathbf q\cdot\mathbf r}$; the neutralising background removes $\mathbf q=0$. Each electron also feels its own images through $v_M=\lim_{r\to0}[v_E-1/r]$, counted with a factor $\tfrac12$ like any pair term:

$$\hat V=\frac1{2\Omega}{\sum_{\mathbf q}}'v\,(\rho_{\mathbf q}\rho_{-\mathbf q}-N)+\frac{Nv_M}{2},\qquad v_M=\frac1\Omega{\sum_{\mathbf q}}'v-\int\!\frac{d^3q}{(2\pi)^3}\,v\equiv\frac{Z_1}{L}.$$

The $-N$ removes the $i=j$ terms of $\rho_{\mathbf q}\rho_{-\mathbf q}$. Sums and integrals that diverge at large $q$ carry one common smooth cutoff placed well above $2k_F$; beyond it the summands are smooth on the scale $2\pi/L$, and sum and integral agree.

The response per volume is $\chi(q,i\omega)=-\Omega^{-1}\sum_s|\langle s|\rho_{\mathbf q}|0\rangle|^2\,2\omega_s/(\omega^2+\omega_s^2)$, with $\omega_s$ the excitation energies. Since $\int_0^\infty 2\omega_s\,d\omega/(\omega^2+\omega_s^2)=\pi$, closure gives $\langle\rho_{\mathbf q}\rho_{-\mathbf q}\rangle\equiv NS(q)=-(\Omega/\pi)\int_0^\infty\chi\,d\omega$, so that $nvS/2=-(1/2\pi)\int_0^\infty v\chi\,d\omega$. Scale the interaction by $\lambda$. The Hellmann–Feynman theorem gives $dE/d\lambda=\langle\hat V\rangle_\lambda$, and the RPA sets $\chi_\lambda=\chi_0/(1-\lambda v\chi_0)$. With $X=-v\chi_0\ge0$ this is $-v\chi_\lambda=X/(1+\lambda X)$, whose integral over $0\le\lambda\le1$ is $\ln(1+X)$. The energy beyond the free kinetic energy is therefore

$$E_{xc}={\sum_{\mathbf q}}'\Big[F(q)-\frac{nv}{2}\Big]+\frac{Nv_M}{2},\qquad F(q)=\frac1{2\pi}\int_0^\infty\!\ln(1+X)\,d\omega .$$

The bulk value is $\Omega\int d^3q\,(2\pi)^{-3}[F-nv/2]$. Because $Nv_M/2=\sum' nv/2-\Omega\int d^3q\,(2\pi)^{-3}\,nv/2$, all the $nv/2$ terms cancel in the difference, leaving $\Delta=\Omega\int d^3q\,(2\pi)^{-3}F-\sum'F$. Poisson summation states $\sum_{\mathbf q}F=\Omega\sum_{\mathbf R}f(\mathbf R)$, with $\mathbf R=L\mathbf m$, the sum over $\mathbf q$ including zero, and $f(\mathbf r)=\int d^3q\,(2\pi)^{-3}Fe^{i\mathbf q\cdot\mathbf r}$. The term $\mathbf R=0$ is the bulk integral, so

$$\Delta=F(0)-\Omega{\sum_{\mathbf R}}'f(R).\qquad(1)$$

### The free response

For free electrons the excitations are pairs $\mathbf k\to\mathbf k+\mathbf q$ with $\omega_k=\mathbf q\cdot\mathbf k+q^2/2$ and weight $n_{\mathbf k}(1-n_{\mathbf k+\mathbf q})$. The map $\mathbf k\to-\mathbf k-\mathbf q$ keeps $n_{\mathbf k}n_{\mathbf k+\mathbf q}$ and reverses $\omega_k$, so the product term cancels and $\chi_0=-2\int_{k<k_F}d^3k\,(2\pi)^{-3}\,2\omega_k/(\omega^2+\omega_k^2)$, the first 2 being spin. Put $y=k_z/k_F$, $z=q/2k_F$, $u=\omega/qv_F$. Then $\omega_k=qv_F(y+z)$ and a slice of the sphere has volume $\pi k_F^3(1-y^2)dy$, which gives

$$X=\frac{k_{TF}^2}{q^2}\,\phi,\qquad \phi(z,u)=\frac1{4z}\int_{-1}^1\frac{(1-y^2)(y+z)}{u^2+(y+z)^2}\,dy,\qquad k_{TF}^2=\frac{4k_F}{\pi}.$$

Three properties follow. Reversing $y$ and $z$ together shows that $\phi$ is even in $z$. At $z=1$, $u=0$ the integrand is $1-y$ and $\phi=\tfrac12$, so the static dielectric function at $2k_F$ is $\varepsilon=1+k_{TF}^2/(8k_F^2)=1+1/(2\pi k_F)$. For $z\to0$ the term of first order in $z$ survives, $\phi\to\tfrac14\int_{-1}^1(1-y^2)\,\partial_y[y/(u^2+y^2)]\,dy$, and integration by parts gives

$$R(u)=\int_0^1\frac{x^2\,dx}{u^2+x^2}=1-u\arctan\frac1u .$$

Since $k_{TF}^2v_F^2/3=4k_F^3/3\pi=\omega_p^2$, at small $q$ one has $X=(\omega_p^2/\omega^2)\,g(u)$ with $g=3u^2R$. Expanding $u^2/(u^2+x^2)$ gives $g=1-3/(5u^2)+O(u^{-4})$, and $u^2/(u^2+x^2)<1$ gives $g<1$ everywhere.

### (a) Leading order

As $q\to0$ at fixed $\omega$, $u\to\infty$ and $X\to\omega_p^2/\omega^2$, which is the $f$-sum rule. The integral $I(a)=\int_0^\infty\ln(1+a^2/\omega^2)\,d\omega$ has $I(0)=0$ and $I'(a)=\int_0^\infty2a\,d\omega/(\omega^2+a^2)=\pi$, so $I=\pi a$ and $F(0)=\omega_p/2$. Part (c) shows that the lattice sum in (1) is $O(1/L)$. Hence

$$\Delta\to\frac{\omega_p}{2},\qquad e_\infty-\frac{E_N}{N}\to\frac{\omega_p}{2N}.$$

The cell energy is too low. To read $F$ physically, discretise the pairs, $X=\sum_ia_i^2/(\omega^2+\omega_i^2)$, where $a_i^2=2vw_i\omega_i$ and $w_i$ is the number of pairs per volume at energy $\omega_i$. The matrix $M=\mathrm{diag}(\omega_i^2)+aa^T$ with eigenvalues $\Omega_i^2$ obeys $\det(\omega^2+M)=(1+X)\prod_i(\omega^2+\omega_i^2)$, the determinant rule for a rank-one update. Applying $I(a)=\pi a$ to each factor $(1+\Omega_i^2/\omega^2)/(1+\omega_i^2/\omega^2)$ gives $F=\tfrac12\sum_i(\Omega_i-\omega_i)$, a change of zero-point energy. At small $q$ the top root lies above the pair energies and is the plasmon. The bulk integral assigns the volume element around $\mathbf q=0$ one plasmon with zero-point energy $\omega_p/2$, and the cell, where $\rho_0=N$ cannot fluctuate, has no such mode.

### (b) Potential and kinetic parts

The potential energy is the coupling-constant integrand at $\lambda=1$. With $F_\lambda$ obtained from $X\to\lambda X$,

$$V(q)=\lambda\,\partial_\lambda F_\lambda\big|_{\lambda=1}=\frac1{2\pi}\int_0^\infty\!\frac{X}{1+X}\,d\omega=\frac{nvS}{2},$$

and the kinetic energy beyond the free value is $T=F-V$. The Madelung cancellation works for $V$ as for $F$, so (1) holds for each part. At $q=0$, $V=(1/2\pi)\int_0^\infty\omega_p^2\,d\omega/(\omega^2+\omega_p^2)=\omega_p/4$, and $T=\omega_p/4$. Per electron each part is too low by $\omega_p/(4N)$ at leading order. From $nv/2=\omega_p^2/(2q^2)$ the potential result is equivalent to $S\to q^2/(2\omega_p)$.

Equal sharing needs the pair energies to vanish as $q\to0$. A model with one pair energy $\omega_0>0$, $X=\omega_p^2/(\omega^2+\omega_0^2)$, has $\Omega_1=\sqrt{\omega_0^2+\omega_p^2}$ and $F=(\Omega_1-\omega_0)/2$. Scaling $\omega_p^2\to\lambda\omega_p^2$ gives $V=\omega_p^2/4\Omega_1$, and $V/F=(\Omega_1+\omega_0)/2\Omega_1$, which is $\tfrac12$ only at $\omega_0=0$ and tends to 1 for a large gap.

### (c) Order $1/L$

The tail of $f(r)$ comes from the points where $F$ is not analytic as a function of the vector $\mathbf q$: the origin and the sphere $q=2k_F$.

*The origin.* Subtract $F(0)$ under the integral and factor out $g$:

$$\frac{\omega^2+\omega_p^2g}{\omega^2+\omega_p^2}=g\Big[1+\frac{q^2v_F^2h(u)}{\omega^2+\omega_p^2}\Big],\qquad h=u^2\Big(\frac1g-1\Big).$$

The factor $g$ contributes $-cv_Fq$, because $d\omega=qv_F\,du$, with

$$c=-\frac1{2\pi}\int_0^\infty\ln\big[3u^2R(u)\big]du>0 .$$

The function $h=1/(3R)-u^2$ is bounded, from $h(0)=\tfrac13$ to $h=\tfrac35+O(u^{-2})$, so the logarithm of the bracket can be expanded. The constant $\tfrac35$ gives $(1/2\pi)\,q^2v_F^2\cdot\tfrac35\cdot\pi/(2\omega_p)$. The rest, $h-\tfrac35$, is integrable in $u$ and gives $O(q^3)$. Corrections to $\phi$ are of relative order $z^2$, since $\phi$ is even in $z$. Expanding the integrand of $\phi$ at large $u$ gives $\phi=1/(3u^2)-(\tfrac15+\tfrac13z^2)/u^4+\dots$, so the relative correction falls as $z^2/u^2$. It is integrable in $u$, and with $d\omega=qv_F\,du$ it first enters at $qz^2\propto q^3$. Thus

$$F=\frac{\omega_p}{2}-cv_Fq+\frac{3v_F^2q^2}{20\,\omega_p}+O(q^3),\qquad V=\frac{\omega_p}{4}-\frac{3v_F^2q^2}{40\,\omega_p}+O(q^3),$$

where $V$ follows from $\omega_p\propto\lambda^{1/2}$. The linear term does not depend on $\lambda$ and is wholly kinetic.

It measures the zero-point energy lost by the pair continuum. In units of $qv_F$ the poles $x'$ fill $(0,1)$ with spacing $d$, and the roots below the plasmon solve $\sum d\,x'^2/(x'^2-x^2)=0$, since $1+X=0$ becomes $X=0$ when $k_{TF}^2/q^2\to\infty$. Let a root lie a fraction $s$ of the spacing above a pole. Distant poles give the principal value $1-x\,\mathrm{artanh}\,x$. Near ones, where $x'^2/(x'^2-x^2)\approx(x/2)/(x'-x)$, give $(x/2)\sum_j1/(j-s)=-(\pi x/2)\cot\pi s$. So $\pi s=\delta=\arg(1-x\,\mathrm{artanh}\,x+i\pi x/2)$. The top pole, at $x'=1$, is lifted to $\omega_p$, and the others rise by $sd$, so $c=\tfrac12[1-\int_0^1(\delta/\pi)\,dx]=\tfrac12(1-0.289554)=0.355223$. The program asserts that the two forms of $c$ agree.

For a radial power, with a damping factor $e^{-\eta q}$, $\eta\to0$,

$$f(r)=\frac1{2\pi^2r}\int_0^\infty q^{p+1}\sin qr\,dq=\frac{(p+1)!}{2\pi^2r}\,\mathrm{Im}\,(-ir)^{-(p+2)} .$$

Even $p$ gives zero. For $p=1$, $(-i)^{-3}=-i$ and $f=-1/(\pi^2r^4)$; $p=3$ gives $r^{-6}$. The linear term has $f=+cv_F/(\pi^2r^4)$ and adds $-cv_FZ_4/(\pi^2L)$ to (1), with $Z_4=\sum'|\mathbf m|^{-4}$. The $q^3$ term adds $O(L^{-3})$.

*The sphere $q=2k_F$.* The free structure factor $S_0$ is the fraction of the Fermi sphere outside its copy displaced by $\mathbf q$. The overlap is two caps of height $H=k_F(1-z)$, each of volume $\pi H^2(3k_F-H)/3$, so $1-S_0=(1-z)^2(2+z)/2$ and $S_0=\tfrac32z-\tfrac12z^3$ for $z<1$, with $S_0=1$ beyond. Its second derivative in $q$ jumps from $-3/(4k_F^2)$ to 0. This singularity of $(1/2\pi)\int X\,d\omega=nvS_0/2$ arises at $\omega\lesssim v_F|q-2k_F|$, where the edge $q^2/2-qv_F$ of the pair spectrum passes through zero. Writing $X=X_s+\delta X$ with $\delta X$ the small singular part, $\ln(1+X)$ changes by $\delta X/(1+X_s)\approx\delta X/\varepsilon$ to leading order. With $nv/2=(k_F^3/3\pi^2)(\pi/k_F^2)/2=k_F/6\pi$ at $2k_F$, the jump in $F''$ is $J=(k_F/6\pi\varepsilon)(3/4k_F^2)=1/(8\pi k_F\varepsilon)$.

Let $\psi=qF$, whose second derivative jumps by $q_0J$ at $q_0=2k_F$. Two integrations by parts give $\int\psi\sin qr\,dq=-r^{-2}\int\psi''\sin qr\,dq$, and a third, done on each side of $q_0$, leaves the boundary term $\int\psi''\sin qr\,dq\simeq q_0J\cos(q_0r)/r$. Hence $f=-q_0J\cos(q_0r)/(2\pi^2r^4)=-\cos(2k_Fr)/(8\pi^3\varepsilon r^4)$, a Friedel oscillation. For $V$ the derivative of $X/(1+X)$ is $(1+X)^{-2}$, which replaces $1/\varepsilon$ by $1/\varepsilon^2$. With $C(a)=\sum'\cos(a|\mathbf m|)/|\mathbf m|^4$ and $C\equiv C(2k_FL)$,

$$\Delta=\frac{\omega_p}{2}-\frac{cv_FZ_4}{\pi^2L}+\frac{C}{8\pi^3\varepsilon L},\qquad \Delta_V=\frac{\omega_p}{4}+\frac{C}{8\pi^3\varepsilon^2L},\qquad \Delta_T=\Delta-\Delta_V.\qquad(2)$$

A further integration by parts gives $r^{-5}$, so the remainder is estimated as $O(L^{-2})$, possibly with logarithms; its coefficient is not derived here. Per electron the corrections in (2) scale as $N^{-4/3}$. The linear term relative to $\omega_p/2$ scales as $v_F/(\omega_pL)\propto r_s^{-1/2}N^{-1/3}$. Its relative size is $2cZ_4v_F/(\pi^2\omega_pL)$, so the plasmon estimate needs $v_F/L\ll\omega_p$ and fails at high density for fixed $N$.

### (d) Exchange and correlation separately

Exchange alone has $F_x=nvS_0/2\simeq(2\pi n/q^2)(3q/4k_F)=k_F^2/(2\pi q)$, which diverges at the origin, so (1) is not used. Scaling gives $\sum'q^{-1}-\Omega\int d^3q\,(2\pi)^{-3}q^{-1}=(L/2\pi)B$ with $B=\sum'|\mathbf m|^{-1}-\int d^3m\,|\mathbf m|^{-1}$. Poisson summation of $1/|\mathbf m|$, whose transform is $4\pi/k^2$ at $\mathbf k=2\pi\mathbf m'$, cancels the integral against $\mathbf k=0$, while the omitted $\mathbf m=0$ term is $\int d^3k\,(2\pi)^{-3}4\pi/k^2$. What remains is $v_M$ at $L=1$, so $B=Z_1$ and

$$\Delta_x=-\frac{Z_1k_F^2L}{4\pi^2}+O(1/L),$$

which is positive because $Z_1<0$, and scales as $N^{-2/3}$ per electron. The correlation error is $\Delta_c=\Delta-\Delta_x$, negative and growing as $L$ for a large cell. Screening replaces $S_0\propto q$ by $S\propto q^2$, and the correlation term carries $-F_x$ to do so. The result $\omega_p/2$ belongs to exchange plus correlation on the same $\mathbf q$ mesh with the Madelung term, and not to correlation alone.

### (e) The case $r_s=2$, $N=54$

Here $k_F=v_F=0.959579$, $\omega_p=0.612372$ Ha, $L=12.1859$ bohr, $2k_FL=23.3867$, $\varepsilon=1.16586$, $C=-2.1244$, $Z_4=16.53232$ and $Z_1=-2.837297$. The leading estimate is

$$\frac{\omega_p}{2N}=\frac{0.612372}{108}=0.005670\ \text{Ha}=0.1543\ \text{eV per electron},$$

with $0.002835$ Ha in each part. It is 9% of the magnitude of the bulk RPA correlation energy, $-0.0618$ Ha per electron. The corrections per cell are

$$-\frac{0.355223\times0.959579\times16.53232}{\pi^2\times12.1859}=-0.046855,\qquad \frac{-2.1244}{8\pi^3\times1.16586\times12.1859}=-0.000603,$$

so (2) gives $\Delta=0.306186-0.046855-0.000603=0.25873$ Ha. The explicit lattice sum with the Ewald term gives $0.25928$ Ha, or $0.004802$ Ha $=0.1307$ eV per electron, which is $0.847$ of $\omega_p/2N$. Of this, $0.002819$ Ha is potential and $0.001983$ Ha kinetic. The potential part is close to $\omega_p/4N$ while the kinetic part falls well short, as (2) requires, since the linear term acts on $T$ alone. The modes show the same: diagonalising $M$ at the smallest allowed $q=0.5156$ bohr$^{-1}$ gives $V=0.1319$ and $T=0.0461$ Ha, while at $q=0.05$ bohr$^{-1}$ it gives $0.1528$ and $0.1369$ Ha, against $\omega_p/4=0.1531$ Ha. For exchange alone, $2.837297\times0.959579^2\times12.1859/4\pi^2=0.80643$ Ha against the direct $0.80383$ Ha, so $\Delta_c=0.25928-0.80383=-0.54455$ Ha, opposite in sign to $\omega_p/2$.

The table lists errors per cell in Ha from the explicit sums, with formula (2) in brackets.

| $r_s$, $N$ | $\Delta$ | $\Delta_V$ | $2\Delta/\omega_p$ | $\Delta_T/\Delta_V$ |
|---|---|---|---|---|
| 2, 54 | 0.2593 (0.2587) | 0.1522 (0.1526) | 0.8468 | 0.7033 |
| 2, 250 | 0.2785 (0.2783) | 0.1532 (0.1533) | 0.9095 | 0.8175 |
| 2, 1000 | 0.2894 (0.2894) | 0.1539 (0.1539) | 0.9452 | 0.8809 |
| 2, 4000 | 0.2950 (0.2950) | 0.1531 (0.1531) | 0.9635 | 0.9273 |
| 4, 1000 | 0.1042 (0.1042) | 0.0544 (0.0544) | 0.9629 | 0.9146 |

In the four $r_s=2$ rows $\Delta_V$ lies on either side of $\omega_p/4=0.1531$ Ha, following the sign of $C$; formula (2) fixes that sign only where the $C$ term is larger than the neglected remainder. $\Delta$ approaches $\omega_p/2=0.3062$ Ha slowly and not monotonically: the oscillating term $C(2k_FL)/L$ changes with $L$ at a rate of order $k_F/L$, against $1/L^2$ for the linear term, so between nearby $N$ the error can fall. The kinetic share is still 7% below the potential share at $N=4000$. Lowering the density to $r_s=4$, where $\omega_p/2=0.1083$ Ha, brings the ratios closer to one at the same $N$, in line with the $r_s^{-1/2}$ scaling. The numerical check below asserts (2) for all five rows, and asserts that the Friedel term at least halves the residual: for six cells with $N$ from 2000 to 3900 the root-mean-square of $L$ times the residual drops from $0.0203$ to $0.0006$ Ha bohr.

Formula (2) covers only the error from sampling $\mathbf q$. A cell with one boundary condition has a discrete $\chi_0$ and a free kinetic energy with shell fluctuations, both excluded by assumption. Averaging RPA energies over twisted boundary conditions is not identical to this model, for two reasons: $\ln(1+X)$ is nonlinear in $\chi_0$, and with $N$ fixed in each twist the occupied states are the $N$ lowest ones rather than those inside the Fermi sphere, so the averaged $\chi_0$ and free kinetic energy need not equal their bulk values. For another cell shape $F(0)$ is unchanged, while $Z_4/L$ and $C/L$ become $\Omega\sum'R^{-4}$ and $\Omega\sum'\cos(2k_FR)/R^4$ over that lattice.

## Values computed for the example and the checks

```
rs = 2.0 bohr, N = 54, n = 0.029842 bohr^-3
kF = vF = 0.959579 a.u., wp = 0.612372 Ha
L = 12.18590 bohr, 2pi/L = 0.51561 bohr^-1, 2 kF L = 23.3867
Z1 = L vM = -2.837297, Z4 = 16.53232
c = 0.355223, int delta/pi dx = 0.289554
eps(2kF,0) = 1.16586, C(2kF L) = -2.1244
bulk exchange = -0.229083 Ha/el, bulk RPA correlation = -0.061801 Ha/el
q (bohr^-1): F, V, T, top root (Ha), by diagonalisation
  0.0500: 0.289693 0.152820 0.136873 0.613501
  0.2000: 0.246213 0.149107 0.097106 0.630696
  0.5156: 0.178021 0.131888 0.046133 0.749396
per cell, Ha: rs N | D pred | D_V pred | D_T pred | 2D/wp D_T/D_V
  2 54 | 0.25928 0.25873 | 0.15223 0.15258 | 0.10706 0.10615 | 0.8468 0.7033
  2 250 | 0.27846 0.27832 | 0.15321 0.15331 | 0.12525 0.12502 | 0.9095 0.8175
  2 1000 | 0.28941 0.28937 | 0.15387 0.15386 | 0.13554 0.13551 | 0.9452 0.8809
  2 4000 | 0.29501 0.29500 | 0.15307 0.15307 | 0.14194 0.14193 | 0.9635 0.9273
  4 1000 | 0.10423 0.10422 | 0.05444 0.05442 | 0.04979 0.04980 | 0.9629 0.9146
rs = 4: wp/2 = 0.108253 Ha
rms L*residual, N=2000..3900: 0.02029 without, 0.00056 with Friedel (Ha bohr)
example rs = 2, N = 54:
  wp/2 = 0.306186 Ha, wp/4 = 0.153093 Ha per cell
  linear-q term = -0.046855 Ha, Friedel term = -0.000603 Ha per cell
  wp/(2N) = 0.005670 Ha/el = 0.1543 eV/el
  wp/(4N) = 0.002835 Ha/el = 0.0771 eV/el
  direct total error = 0.004802 Ha/el = 0.1307 eV/el
  direct potential = 0.002819 Ha/el, kinetic = 0.001983 Ha/el
  wp/(2N) / |RPA correlation| = 0.0917
  exchange-only error: direct 0.80383, leading 0.80643 Ha per cell
  correlation-only error = -0.54455 Ha per cell = -0.010084 Ha/el
N = 4000 exchange-only error = 3.38631 Ha per cell
```
